# When antibonding Sn 5s–O 2p states acquire Sn 5p character, part 1

(Sections cited here and not found follow in the second part.)

## First half: which sites allow the mixing

### The physical question

In tin(II) oxide each tin atom has its four nearest oxygen atoms on one side. The other side is open, and the two electrons that a tin(II) ion keeps in its outer shell can be pictured as a lone pair pointing into that open space. The picture raises a difficulty. The outer shell of the free ion is \(5s^2\), and an s orbital has no direction. A lobe on one side of the nucleus requires a second orbital of odd parity, and the nearest candidate is tin 5p.

The question matters for p-type oxides because holes occupy the highest filled states. If these are antibonding combinations of Sn 5s and O 2p, their tin part may be round or it may be a lobe, and the two cases overlap differently with neighbouring atoms. We ask when such a state can contain Sn 5p, what produces the mixture, and which way the lobe points.

The answer has two layers. Symmetry says when mixing is forbidden, and a model with three orbitals says how large it is and fixes its sign. Loss of inversion symmetry turns out to be necessary but not sufficient.

### Orbitals, energies and signs

We use a one-electron, tight-binding description of one tin atom surrounded by oxygen atoms. The basis is orthonormal and real. Tin contributes \(|s\rangle\) at energy \(e_s\) and \(|p_\alpha\rangle\), with \(\alpha=x,y,z\), at energy \(e_p\). Oxygen atom \(i\) contributes three 2p orbitals \(|i\beta\rangle\) at energy \(e_O\). The order of levels is

\[
e_s<e_O<e_p .
\]

Let \(\mathbf r_i\) be the vector from tin to oxygen \(i\), with length \(r_i\) and unit vector \(\mathbf n_i\). The couplings have the two-centre Slater–Koster form

\[
\langle s|H|i\beta\rangle=v_s(r_i)\,n_{i\beta},
\]

\[
\langle p_\alpha|H|i\beta\rangle
=v_\sigma(r_i)\,n_{i\alpha}n_{i\beta}
+v_\pi(r_i)\,(\delta_{\alpha\beta}-n_{i\alpha}n_{i\beta}).
\]

The signs follow from overlaps. Each p orbital is positive on the side of its positive axis, and the outer part of the tin s orbital is taken positive. An oxygen p orbital directed along \(\mathbf n_i\) turns its negative lobe towards tin. Its overlap with tin s is negative, and since a coupling has the opposite sign to the overlap, \(v_s>0\). Two p orbitals directed along the same bond face each other with lobes of opposite sign, so \(v_\sigma>0\). Two parallel p orbitals side by side overlap positively, so \(v_\pi<0\).

There is no direct matrix element between s and p on tin, and at first no hopping between oxygen atoms. Spin–orbit coupling is left out throughout.

### What symmetry permits

The first result needs only the symmetry of the site, so it also holds with oxygen–oxygen hopping and with a direct s–p term produced by the crystal field. Let \(R\) be a rotation, reflection or inversion about the tin nucleus that maps the surroundings onto themselves. Then \(R\) commutes with \(H\). Consider a real, nondegenerate eigenstate with amplitude \(c_s\) on s and amplitudes \(\mathbf c=(c_x,c_y,c_z)\) on the tin p orbitals. Because the level is nondegenerate,

\[
R\psi=\chi\psi,\qquad \chi=\pm1 .
\]

The operation leaves the s orbital unchanged, so the s amplitude of \(R\psi\) is \(c_s\). The equation above says that it is also \(\chi c_s\). If \(c_s\ne0\), then \(\chi=1\). The three p orbitals transform like the components of a vector, and therefore

\[
R\,\mathbf c=\mathbf c .
\]

A state that contains s can contain only those p orbitals whose direction is left fixed by every operation of the site. For inversion, \(R\mathbf c=-\mathbf c\), so \(\mathbf c=0\). This is the selection rule: at an inversion centre, a nondegenerate state with Sn 5s character has no Sn 5p character.

An accidental degeneracy between an s-containing and a p-containing level does not produce a lobe either. One may then form mixed eigenstates, but the sum of \(c_s\mathbf c\) over the whole degenerate level is a vector fixed by every \(R\), and at an inversion centre it vanishes.

The converse fails. A regular tetrahedron has no inversion centre, but it has several threefold axes. A vector fixed by rotations about two different axes must be zero, so s and p do not mix. In a planar equilateral triangle the threefold axis would allow a vector along the axis, but reflection in the plane reverses it. Mixing requires a site that leaves some nonzero vector fixed, which is called a polar site.

### Removing the oxygen amplitudes

Symmetry tells us when mixing is allowed, not what causes it. For that we return to the model without oxygen–oxygen hopping. Let \(d_{i\beta}\) be the amplitude on \(|i\beta\rangle\), and write \(T^i_{\alpha\beta}=\langle p_\alpha|H|i\beta\rangle\). The eigenvalue equation has three kinds of rows:

\[
(E-e_O)d_{i\beta}=v_s(r_i)n_{i\beta}c_s+\sum_\gamma T^i_{\gamma\beta}c_\gamma ,
\]

\[
(E-e_s)c_s=\sum_{i\beta}v_s(r_i)n_{i\beta}d_{i\beta},
\qquad
(E-e_p)c_\alpha=\sum_{i\beta}T^i_{\alpha\beta}d_{i\beta}.
\]

For \(E\ne e_O\), divide the first row by \(E-e_O\) and insert \(d_{i\beta}\) in the other two. The product that links s to \(p_\alpha\) is

\[
K_\alpha=\sum_{i\beta}T^i_{\alpha\beta}\,v_s(r_i)n_{i\beta}.
\]

In the sum over \(\beta\), the \(\sigma\) part of \(T^i\) gives \(v_\sigma n_{i\alpha}\), because \(\sum_\beta n_{i\beta}^2=1\). The \(\pi\) part gives \(v_\pi(n_{i\alpha}-n_{i\alpha})=0\). Hence

\[
\mathbf K=\sum_i v_s(r_i)\,v_\sigma(r_i)\,\mathbf n_i .
\]

The remaining equations contain tin amplitudes alone:

\[
(E-e_s)c_s=\frac{1}{E-e_O}\Big[\sum_i v_s(r_i)^2\,c_s+\mathbf K\cdot\mathbf c\Big],
\]

\[
(E-e_p)c_\alpha=\frac{1}{E-e_O}\Big[K_\alpha c_s+\sum_\gamma Q_{\alpha\gamma}c_\gamma\Big],
\qquad
Q_{\alpha\gamma}=\sum_{i\beta}T^i_{\alpha\beta}T^i_{\gamma\beta}.
\]

No approximation has been made in this elimination. If \(\mathbf K=0\), the s and p equations separate. If \(\mathbf K\ne0\), a state with \(c_s\ne0\) and \(E\ne e_O\) must contain p: setting \(\mathbf c=0\) in the second equation would require \(K_\alpha c_s=0\) for every \(\alpha\).

The vector \(\mathbf K\) shows the mechanism. An electron passes from tin s to an oxygen atom with coupling \(v_s\) and returns to tin p with coupling \(v_\sigma\). Each oxygen atom contributes a vector directed towards itself. In this model oxygen therefore mediates all the mixing, and removing either coupling removes it.

### The mixing vector for particular sites

At an inversion centre every oxygen at \(\mathbf r_i\) has a partner at \(-\mathbf r_i\), and the two terms of \(\mathbf K\) cancel. For four equal bonds to the corners of a tetrahedron, the directions are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\). They add to zero. So do the three directions of a planar equilateral triangle.

At a polar site \(\mathbf K\) is allowed, but it can still cancel by accident, for example if three unequal contributions close a triangle. Additional couplings could then restore the mixing. The symmetry rule is a prohibition, and \(\mathbf K\) decides the rest within this model.

A displaced ion shows how the contributions compete. Take six oxygen atoms at unit distance along \(\pm x,\pm y,\pm z\), and let couplings fall as \(1/r^2\), with values \(v_s=1.5\) eV and \(v_\sigma=2.0\) eV at unit distance. Move tin by 0.05 along \(-z\). The lower bond becomes 0.95 and the upper bond 1.05. The other four have length \(\sqrt{1.0025}\) and an upward component of 0.05. Since \(v_sv_\sigma\propto r^{-4}\),

\[
K_z=3.0\left[\frac1{1.05^4}-\frac1{0.95^4}
+\frac{4(0.05)}{1.0025^{5/2}}\right]\text{eV}^2
=-0.62\ \text{eV}^2 .
\]

The nearest oxygen wins, and \(\mathbf K\) points towards it. The four side bonds, which now lean upwards, cancel about half of its advantage over the upper one.

### Four oxygens on one side: three orbitals suffice

Now place four oxygen atoms on a ring, all at the same distance from tin and at polar angle \(\theta\) from the \(z\) axis. Their azimuths are \(0,\pi/2,\pi,3\pi/2\). For \(\theta=\pi/2\) the tin atom lies at the centre of a square and is an inversion centre. For \(\theta<\pi/2\) it is the apex of a square pyramid, with all oxygens on the side \(z>0\).

Set \(v_\pi=0\) for now. Only the oxygen orbital along each bond, \(|i\sigma\rangle=\sum_\beta n_{i\beta}|i\beta\rangle\), couples to tin. The s orbital couples to all four with the same strength \(v_s\). It therefore couples to the normalized combination

\[
|L\rangle=\tfrac12\sum_{i=1}^4|i\sigma\rangle,
\qquad
V=\langle s|H|L\rangle=\tfrac12\cdot4v_s=2v_s .
\]

The \(p_z\) orbital couples to each \(|i\sigma\rangle\) with strength \(v_\sigma\cos\theta\), again the same for all four. It reaches the same combination, with

\[
W=\langle p_z|H|L\rangle=2v_\sigma\cos\theta .
\]

The couplings of \(p_x\) and \(p_y\) to \(L\) contain the sums of \(\cos\phi_i\) and \(\sin\phi_i\) over the ring, which vanish. The set \(s,p_z,L\) is thus closed under \(H\), and the three-orbital model is exact for this cluster. In the planar geometry \(W=0\), as the selection rule demands. Note that \(VW=4v_sv_\sigma\cos\theta\) is the \(z\) component of \(\mathbf K\).

### Three levels and the direction of the hybrid

With amplitudes \(c_s,c_p,c_L\), the eigenvalue equation reads

\[
(E-e_s)c_s=Vc_L,\qquad (E-e_p)c_p=Wc_L,
\]

\[
(E-e_O)c_L=Vc_s+Wc_p .
\]

For \(V,W\ne0\), a state with \(c_L=0\) is impossible: the first two equations would allow at most one nonzero tin amplitude, and the third would then remove it. We may insert the first two equations in the third and divide by \(c_L\):

\[
F(E)\equiv E-e_O-\frac{V^2}{E-e_s}-\frac{W^2}{E-e_p}=0 .
\]

The derivative \(F'=1+V^2/(E-e_s)^2+W^2/(E-e_p)^2\) is positive. In each of the intervals \(E<e_s\), \(e_s<E<e_p\) and \(E>e_p\), \(F\) rises from \(-\infty\) to \(+\infty\). Each interval therefore contains one level.

Dividing the equations for \(c_p\) and \(c_s\) gives

\[
\frac{c_p}{c_s}=\frac{W}{V}\,\frac{E-e_s}{E-e_p}.
\]

In the middle state \(E-e_s>0\) and \(E-e_p<0\). With oxygen at \(z>0\) we have \(W>0\), so the ratio is negative. The positive lobe of \(p_z\) faces oxygen, and a negative admixture subtracts from s on that side and adds to it on the other. The hybrid points away from oxygen.

The equations also identify the bonding. Since \(V>0\), equal signs of \(c_s\) and \(c_L\) raise the energy. The middle state has \(c_s/c_L=V/(E-e_s)>0\) and is antibonding between s and oxygen. It has \(c_p/c_L=W/(E-e_p)<0\) and is bonding between p and oxygen. The p orbital enters with the phase that relieves the antibonding interaction, and this phase fixes the direction of the lobe.

## Second half: size, shape and crystals

### Results carried over

Tin s and \(p_z\) lie at \(e_s\) and \(e_p\), and the ring combination \(L\) of four oxygen 2p orbitals lies at \(e_O\) between them. The couplings are \(V=2v_s\) from s to \(L\) and \(W=2v_\sigma\cos\theta\) from \(p_z\) to \(L\), where \(\theta\) is the angle between each bond and the \(+z\) axis. The levels obey

\[
E-e_O=\frac{V^2}{E-e_s}+\frac{W^2}{E-e_p},
\]

with amplitudes \(c_s=Vc_L/(E-e_s)\) and \(c_p=Wc_L/(E-e_p)\). One level lies below \(e_s\), one between \(e_s\) and \(e_p\), and one above \(e_p\). The middle one is the antibonding s–oxygen state; for \(W>0\) its tin hybrid points away from oxygen. For a general site the mixing is governed by \(\mathbf K=\sum_i v_sv_\sigma\mathbf n_i\), where \(\mathbf n_i\) points from tin to oxygen \(i\).

### A small displacement from the plane

At \(W=0\) the antibonding level is the upper root of \((E-e_s)(E-e_O)=V^2\):

\[
E_0=\frac{e_s+e_O}{2}+\sqrt{\left(\frac{e_O-e_s}{2}\right)^2+V^2}.
\]

We assume \(E_0<e_p\), so that this state is the one that develops into the middle level. Its weight on \(L\) follows from normalization, \(c_L^2[1+V^2/(E_0-e_s)^2]=1\):

\[
w_L=\left[1+\frac{V^2}{(E_0-e_s)^2}\right]^{-1}.
\]

Define \(F_0(E)=E-e_O-V^2/(E-e_s)\). Then \(F_0(E_0)=0\) and \(F_0'(E_0)=1/w_L\). The level equation is \(F_0(E)=W^2/(E-e_p)\). For small \(W\), expand the left side to first order in \(E-E_0\) and evaluate the right side at \(E_0\):

\[
\frac{E-E_0}{w_L}\simeq-\frac{W^2}{e_p-E_0},
\qquad
E_0-E\simeq\frac{w_LW^2}{e_p-E_0}.
\]

Inserting the undisturbed \(c_L^2=w_L\) in \(c_p^2=W^2c_L^2/(E-e_p)^2\) gives

\[
c_p^2\simeq\frac{w_LW^2}{(e_p-E_0)^2}.
\]

If tin moves a height \(h\) out of the plane at fixed bond length \(r\), then \(\cos\theta=h/r\). The p amplitude grows as \(h\), while the p weight and the lowering of the level grow as \(h^2\). The level falls for either sign of \(h\), and the lobe reverses with \(h\).

Within the model, oxygen mediates the s–p mixing, which requires a polar site; in the square pyramid the antibonding state's hybrid points away from oxygen, and its p weight grows as the square of a small displacement from the plane. What remains is to put numbers to the mixing, find the shape of the tin density, sum over the filled states, restore the sideways coupling \(v_\pi\), and pass from the cluster to a crystal.
